# Spectral decomposition of heat current in nonequilibrium molecular dynamics

## Result

Take classical atoms with pair forces in a steady state between a hot and a cold bath. Atom \(i\) lies on the hot side of a cut and atom \(j\) on the cold side. Let \(F\) be the force on \(j\) due to \(i\), and \(u=(v_i+v_j)/2\). The bond carries the mean heat current

\[
J=\langle F\cdot u\rangle=\int_0^\infty j(f)\,df,\qquad
j(f)=2\,\mathrm{Re}\int_{-\infty}^{\infty}K(\tau)\,e^{2\pi i f\tau}d\tau ,
\]

with \(K(\tau)=\langle F(t+\tau)\cdot u(t)\rangle\). For a cut crossed by many bonds, sum over the bonds. A positive \(j\) means heat flowing from hot to cold.

For sampled data the integral reproduces the time average of \(F\cdot u\) identically, even if the force is incomplete or the sampling too coarse. Agreement between these two numbers therefore checks the transform's normalisation and nothing more. The total has to be checked against the heat exchanged with the baths, and the spectrum against a solvable case. Both checks are given below.

## Power through a bond

Share each pair energy \(V\) equally between its two atoms, so that \(E_j=\tfrac12 m_jv_j^2+\tfrac12\sum_i V_{ij}\). The force of \(i\) on \(j\) changes the kinetic part at the rate \(F\cdot v_j\). Since \(V\) depends on \(x_j-x_i\) and \(F=-\partial V/\partial x_j\),

\[
\frac{dV}{dt}=-F\cdot(v_j-v_i).
\]

The bond's contribution to \(dE_j/dt\) is then

\[
F\cdot v_j-\tfrac12F\cdot(v_j-v_i)=\tfrac12F\cdot(v_i+v_j)=F\cdot u .
\]

In a steady state \(\langle dV/dt\rangle=0\), hence \(\langle F\cdot v_i\rangle=\langle F\cdot v_j\rangle\), and either velocity alone gives the same total. This does not by itself make their spectra equal.

For a wide cut, regrouping saves storage:

\[
\sum_{ij}F_{ji}\cdot\frac{v_i+v_j}{2}
=\frac12\sum_j\Big(\sum_iF_{ji}\Big)\cdot v_j+\frac12\sum_i\Big(\sum_jF_{ji}\Big)\cdot v_i .
\]

One net cross-cut force per atom is enough; individual bond forces need not be kept.

## The sum rule

Let \(\hat K(f)=\int K(\tau)e^{2\pi if\tau}d\tau\). If \(K\) is integrable and continuous at zero, and \(\hat K\) is integrable, Fourier inversion at \(\tau=0\) gives \(K(0)=\int_{-\infty}^{\infty}\hat K\,df\). Because \(K\) is real, \(\hat K(-f)=\hat K(f)^*\). The two half-axes combine into \(\int_0^\infty2\,\mathrm{Re}\hat K\,df\), which is the result above.

In equilibrium, time reversal makes \(K(\tau)\) odd, because \(F\) depends on positions and \(u\) on velocities. The two signs of \(\tau\) then cancel and \(j(f)=0\). Out of equilibrium \(K\) is in general neither odd nor even, so both signs must be kept. A nonzero mean force, as in a compressed solid, does no harm provided \(\langle u\rangle=0\), since \(K\) then still decays to zero. In a drifting sample it does not, and the mean must be treated separately.

## Estimator

Sample \(F_a,u_a\) at \(n\) times (\(n\) even) with spacing \(\Delta\), record length \(T=n\Delta\), and set \(F_k=\sum_aF_ae^{-2\pi ika/n}\), likewise \(u_k\). Orthogonality of the exponentials gives

\[
\sum_{k=0}^{n-1}F_ku_k^*=n\sum_aF_au_a .
\]

Terms \(k\) and \(n-k\) are complex conjugates, so define

\[
c_k=\frac{w_k}{n^2}\mathrm{Re}(F_ku_k^*),\qquad w_0=w_{n/2}=1,\quad w_k=2\ \text{otherwise}.
\]

Then \(\sum_{k=0}^{n/2}c_k=\frac1n\sum_aF_au_a\), the identity mentioned at the start. The current in a band is the sum of its \(c_k\).

There are \(n-|\ell|\) sample pairs with lag \(\ell\). For an ordinary bin the expectation is therefore

\[
\langle c_k\rangle=\frac{2}{n}\,\mathrm{Re}\sum_\ell\Big(1-\frac{|\ell|}{n}\Big)K(\ell\Delta)e^{-2\pi ik\ell/n}.
\]

With bin width \(1/(n\Delta)\) this is \(j(f_k)/(n\Delta)\), except that \(K\) is multiplied by \(1-|\tau|/T\). In frequency, \(j\) is smeared by the transform of that triangle, \(\sin^2(\pi fT)/(\pi^2f^2T)\), whose tail averages to \(1/(2\pi^2Tf^2)\).

## Independent check of the total

Let \(E_L\) be the energy left of the cut, including half of the cut bond, and \(Q_h\) the heat given by the hot bath during time \(t\). Fixed walls do no work, so \(\Delta E_L=Q_h-Jt\). On the right, \(\Delta E_R=Jt+Q_c\), where \(Q_c\) is the heat given by the cold bath, negative on average. Hence

\[
J=\frac{Q_h-\Delta E_L}{t}=\frac{\Delta E_R-Q_c}{t}.
\]

This uses neither the bond force nor the bond velocity. Keeping \(\Delta E\) makes the comparison much sharper than the statistical error of \(J\), because both sides then follow the same fluctuations.

## Independent check of the spectrum

For a harmonic chain with Langevin baths, \(M\ddot x=-\Phi x-\Gamma\dot x+\eta\), where \(\Gamma\) is diagonal with entries \(m\gamma\) on bath atoms and zero elsewhere. The noise has two-sided spectral density \(2\Gamma k_BT\). With \(x\propto e^{-i\omega t}\), \(\omega=2\pi f\),

\[
\hat x=G\hat\eta,\qquad G=(\Phi-\omega^2M-i\omega\Gamma)^{-1}.
\]

First let only the hot atoms \(l\) have noise. A cold atom \(r\) then has velocity spectrum \(\omega^2\sum_l|G_{rl}|^2\,2\Gamma_lk_BT_h\), and its friction absorbs \(\Gamma_r\) times this. Summing over \(r\), and adding positive and negative frequencies, gives \(k_BT_h\mathcal T(f)\) per unit frequency, with

\[
\mathcal T=4\omega^2\sum_{l,r}\Gamma_l\Gamma_r|G_{lr}|^2 .
\]

Noise from the cold atoms gives the reverse flow \(k_BT_c\mathcal T\), because \(G\) is symmetric. The two noises are independent, so their powers subtract.

It remains to show that the bond spectrum has this value. Write \(S_{AB}\) for the real part of a cross spectrum, \(F_b\) for the force on atom \(b\) from its left neighbour and \(F_{b+1}\) for the force it exerts on its right neighbour. An atom without a bath obeys \(m\dot v_b=F_b-F_{b+1}\). A stationary variable and its own derivative have an imaginary cross spectrum, so \(S_{\dot v v}=0\) and \(S_{F_bv_b}=S_{F_{b+1}v_b}\). In a harmonic bond \(F\) is proportional to the stretch, while the velocity difference is the stretch's derivative, so \(S_{F,v_b-v_{b-1}}=0\) and either end velocity may be used. The spectrum is thus passed unchanged from bond to bond. With hot noise alone, each cold atom removes \(\Gamma S_{vv}\) from it and the fixed wall takes nothing, so the bond spectrum equals the absorbed spectrum. Therefore, at every bond between the baths,

\[
j(f)=k_B(T_h-T_c)\,\mathcal T(f).
\]

## Anharmonic forces

A nonlinear force moves energy between frequencies. Energy conservation still fixes the same \(J\) at every bond, but \(j(f)\) may change along the chain. The full force must be used. For \(V'(r)=kr+hr^3\), the linear part alone gives \(-k\langle ru\rangle\) instead of \(-k\langle ru\rangle-h\langle r^3u\rangle\).

A Gaussian estimate shows the size of the loss. If \(r\) and \(u\) are jointly Gaussian with zero mean, \(\langle r^3u\rangle=3\langle r^2\rangle\langle ru\rangle\), and the linear part carries the fraction \(k/(k+3h\langle r^2\rangle)\). Equipartition, \(\langle rV'\rangle=k_BT\), becomes \(k\langle r^2\rangle+3h\langle r^2\rangle^2=k_BT\). For \(h=2k^2/(k_BT)\) and \(y=k\langle r^2\rangle/(k_BT)\) this reads \(y+6y^2=1\), so \(y=1/3\) and the fraction is \(1/(1+6y)=1/3\). Between fixed walls the stretches sum to zero, which lowers \(\langle rV'\rangle\) to \(\tfrac{20}{21}k_BT\) for 21 equal bonds; the estimate neglects this.

## Pseudocode

```
settle for several of the slowest relaxation times
store E_L, E_R;  Q_h = Q_c = 0
for each time step:
    K0 = kinetic energy of each bath group
    v = exp(-gamma dt) v + thermal noise   (bath atoms)
    Q_h, Q_c += kinetic energy of group - K0
    v += (dt/2) force/m
    x += dt v
    recompute force
    v += (dt/2) force/m
    every s-th step: record F and u at the cut
J_bath from Q_h, Q_c and the changes of E_L, E_R
for each replica:
    c_k = w_k Re(FFT(F) conj(FFT(u))) / n^2
    add c_k into bands
mean and standard error of each band over replicas
compare the sum of bands with J_bath
```

The noise amplitude is \(\sqrt{(k_BT/m)(1-e^{-2\gamma dt})}\), which leaves a thermal velocity distribution unchanged. The cut should not touch a bath atom, whose velocity jumps at the recording instant.

## Cost and stability

Each record needs two transforms, with work proportional to \(n\log_2n\); summing all lags directly takes about \(n^2\). For \(n=2048\) these are about \(2.3\times10^4\) and \(4.2\times10^6\). Storage is two numbers per sample, bond and Cartesian component. With independent replicas the standard error falls as the inverse square root of their number.

For one undamped mode, velocity Verlet gives \(x_{a+1}+x_{a-1}=(2-\omega^2dt^2)x_a\). Inserting \(x_a\propto e^{i\Omega a\,dt}\) yields \(\sin(\Omega\,dt/2)=\omega\,dt/2\). Bounded motion requires \(\omega\,dt<2\), and the simulated frequency \(\Omega\) lies slightly above \(\omega\).

## Worked example

The chain has 20 atoms between fixed walls, ten with the mass of silicon and ten with that of germanium. Every spring constant is 100 N/m. Three atoms at each end are coupled to baths at 450 K and 250 K with \(\gamma=20\) ps⁻¹. The step is 2 fs, the sampling interval 8 fs, the record 16.384 ps, and there are 400 replicas. The main case uses a Morse bond of depth 2.3 eV expanded to fourth order in the stretch.

The harmonic transmission integrates to 6.034 THz, so

\[
J=(1.3806\times10^{-23}\ \mathrm{J/K})(200\ \mathrm K)(6.034\times10^{12}\ \mathrm{s^{-1}})=16.66\ \mathrm{nW}.
\]

The stationary covariance of the same linear equations gives the same value. Their correlation function, propagated in time and transformed, reproduces \(\mathcal T(f)\) at the three bonds examined to within \(7\times10^{-4}\).

Harmonic simulation gives \(16.71\pm0.21\) nW (one standard error, as below), and both bath balances give 16.71 nW. The Morse chain gives \(17.03\pm0.22\) nW, against 17.02 and 17.03 nW from the baths. The two chains' totals do not differ significantly. By band at the interface, in nW:

| THz | theory, harmonic | simulation, harmonic | simulation, Morse |
|---|---|---|---|
| 0–2 | 1.41 | 1.32 ± 0.06 | 1.40 ± 0.06 |
| 2–4 | 4.67 | 4.78 ± 0.12 | 4.86 ± 0.12 |
| 4–6 | 4.75 | 4.77 ± 0.11 | 4.88 ± 0.12 |
| 6–8 | 3.95 | 3.94 ± 0.10 | 4.10 ± 0.10 |
| 8–10 | 1.89 | 1.88 ± 0.08 | 1.71 ± 0.08 |

A uniform chain has top frequency \(\sqrt{k/m}/\pi\), here 14.74 THz for silicon and 9.17 THz for germanium. Harmonic waves between these values cannot propagate in the germanium half. In the Morse chain the current above 10 THz is \(0.79\pm0.10\) nW at a bond inside the silicon, \(0.09\pm0.04\) nW at the interface and \(0.02\pm0.01\) nW inside the germanium. The total is the same along the chain within its error, so about 5 % of the current crosses the silicon bond at high frequency and is then converted to lower frequencies, mostly before the interface. A spectrum taken at the interface alone would show only a small part of it. That part is also not sharply defined: with anharmonic forces it depends on how the bond energy is shared, and it is larger when the force is paired with the silicon-side velocity than with the germanium-side one.

The small harmonic signal above 10 THz inside the germanium, \(0.020\pm0.004\) nW, has another origin. Integrating the smearing tail above 10 THz, a band current \(J_b\) centred at \(f_b\) contributes \(J_b/[2\pi^2T(10\ \mathrm{THz}-f_b)]\). Using the theoretical column, with the last band centred near 8.6 THz because transmission ends near 9.17 THz, the sum is about 0.014 nW. The mirror spectrum at negative frequencies adds about 0.004 nW. Leakage from the finite record thus accounts for the signal within its error. The Morse chain's \(0.02\pm0.01\) nW inside the germanium is at the same level and cannot be told apart from leakage.

The quartic chain, with \(h=2k^2/(k_BT)\) at 350 K, carries \(21.7\pm0.2\) nW; the bath values are 21.6 and 21.7 nW. The linear force recovers a fraction 0.347, close to the Gaussian 1/3. In the 12–14 THz band the silicon bond carries \(0.72\pm0.13\) nW less than the germanium bond, although their totals agree. The large current above 10 THz at all three bonds, 7.4 to 7.9 nW, is not by itself evidence of conversion. The Gaussian effective spring is \(3k\), which puts the germanium limit at roughly \(\sqrt3\times9.17=15.9\) THz. This is only an estimate, since strong anharmonicity also broadens the modes and leaves no sharp limit.

## Failure modes

**Velocities at the wrong time.** Suppose \(F(t)\) is paired with \(u(t+\delta)\). To first order the error is \(\delta\langle F\dot u\rangle\). Let \(R_i,R_j\) be the total forces on the two atoms, so \(\dot u=\tfrac12(R_i/m_i+R_j/m_j)\). In equilibrium, integration by parts over the Boltzmann weight gives \(\langle FR_j\rangle=-k_BT\langle\partial F/\partial x_j\rangle\). For \(F=-k(x_j-x_i)\) this is \(kk_BT\), while \(\langle FR_i\rangle=-kk_BT\). The false current is

\[
J_{\rm false}=\tfrac12kk_BT\,\delta\Big(\frac1{m_j}-\frac1{m_i}\Big).
\]

At 350 K and \(\delta=1\) fs, half a time step, it is −3.18 nW; the exact harmonic correlation gives −3.17 nW. That is 19 % of the harmonic current in the example, with no temperature difference at all. It vanishes at this order for equal masses, so a test in a uniform crystal does not reveal it. If the integrator stores half-step velocities, average the two on either side of the force.

**Aliasing.** With 128 fs sampling the highest resolved frequency is 3.91 THz. Averaged over all starting offsets, the harmonic total is unchanged, but the current in the bins below the one centred at 1.95 THz rises from 1.15 to 7.27 nW. Folding the theoretical spectrum up to 1.95 THz predicts 7.52 nW; about 0.16 nW of the gap is the half bin just below 1.95 THz that the simulated sum leaves out. The sum rule gives no warning.

**Short settling.** The slowest harmonic energy relaxation time is 2.12 ps, for a mode at 8.99 THz. It lies just below the germanium limit, where group velocity is low; that this keeps its energy away from the baths is a conjecture. The 16 ps allowed here is 7.5 such times.

**Neglecting the baths' resistance.** Semi-infinite harmonic leads give a transmission integral of 8.03 THz, against 6.03 THz with these baths. The current in the example belongs to chain and baths together, not to the interface alone.

## Relation to a real Si/Ge interface

The masses are real; the spring constant is a rough value that places the top frequencies in the right region, and the bond depth, also rough, sets the strength of the anharmonicity. The 200 K drop over 20 atoms is far larger than in a working chip and was chosen for a clear signal. The Morse conductance is \(17.03/200=0.0851\) nW/K, or 85 pW/K. With a rough 0.15 nm² per chain this would be 570 MW/(m² K). Real semiconductor interfaces are roughly of order 100 MW/(m² K), but the chain's figure should not be read as a prediction.

Of the assumptions sized here, one-dimensionality matters most. In a scalar cubic lattice with the same top frequencies, hence springs \(k'=k/3\), a perfect interface conserves the transverse wavevector. Transverse springs add a stiffness \(\kappa\) between 0 and \(8k'\), and each side transmits only for \(\kappa<m\omega^2<\kappa+4k'\). The two ranges overlap only if \(\kappa(m_{\rm Ge}/m_{\rm Si}-1)<4k'\), or \(\kappa<2.5k'\). The conductance per chain falls to 0.026 of the one-dimensional value, both with infinite leads. Closed channels are only part of the reason: even in a uniform lattice, the narrower band of each transverse channel lowers the conductance per chain to about a quarter of that of a uniform chain with the same top frequency. The mismatch between the two sides lowers it further. This lattice has one polarisation and no disorder or anharmonicity, so it shows the sensitivity to dimension and is no better a prediction.

The other corrections sized here are smaller. Bose statistics with the harmonic transmission lower the current by about 5 %. That figure includes almost no current above 10 THz, where \(hf/k_B\) exceeds 479 K and so both bath temperatures. The high-frequency current found in the Morse chain is therefore a classical value, without quantum correction. Truncating the Morse force costs 0.3 % of the force at a stretch of two standard deviations, and the time step shifts the top frequency by 0.14 %. Electrons, interface disorder and realistic many-body forces are left out and have not been sized. Many-body forces also need their own expression for the power across the cut, since the derivation above assumes pair forces. The full set of values is in the numerical output.

## Numbers as computed

```
masses Si, Ge: 28.085, 72.630 u; spring 100 N/m
bond depth 2.3 eV; Morse parameter 11.65 1/nm
atoms 20, bath atoms per end 3, replicas 400
bath temperatures 450, 250 K; friction 20 1/ps
time step 2 fs, sampling 8 fs
equilibration 16.0 ps, record 16.384 ps
slowest harmonic energy relaxation time 2.12 ps, mode at 8.99 THz
top frequencies Si, Ge chains 14.74, 9.17 THz
harmonic J, transmission integral 16.661 nW
harmonic J, covariance at interface 16.661 nW
largest transmission error from correlations 6.9e-04
harmonic MD, spectral J at interface 16.710 +- 0.214 nW
  from hot, cold bath balance 16.709, 16.709 nW
  J at Si bond, Ge bond 16.682, 16.648 nW
  linear-force J / full J 1.0000
Morse MD, spectral J at interface 17.026 +- 0.217 nW
  from hot, cold bath balance 17.021, 17.025 nW
  J at Si bond, Ge bond 17.005, 17.043 nW
  linear-force J / full J 0.9956
quartic MD, spectral J at interface 21.685 +- 0.235 nW
  from hot, cold bath balance 21.594, 21.650 nW
  J at Si bond, Ge bond 21.670, 21.677 nW
  linear-force J / full J 0.3469
interface bands, nW: theory | harmonic MD +- se | Morse MD +- se
  0-2 THz: 1.411 | 1.316 +- 0.061 | 1.396 +- 0.062
  2-4 THz: 4.667 | 4.780 +- 0.116 | 4.861 +- 0.118
  4-6 THz: 4.747 | 4.773 +- 0.113 | 4.877 +- 0.119
  6-8 THz: 3.945 | 3.935 +- 0.101 | 4.097 +- 0.103
  8-10 THz: 1.891 | 1.879 +- 0.076 | 1.710 +- 0.079
  10-12 THz: 0.000 | 0.013 +- 0.009 | 0.039 +- 0.032
  12-14 THz: 0.000 | -0.000 +- 0.006 | 0.063 +- 0.025
  14-16 THz: 0.000 | 0.003 +- 0.003 | 0.040 +- 0.011
harmonic J above 10 THz at Si, interface, Ge bonds: 0.032+-0.047, 0.027+-0.011, 0.020+-0.004 nW
Morse J above 10 THz at Si, interface, Ge bonds: 0.794+-0.103, 0.086+-0.040, 0.022+-0.007 nW
quartic J above 10 THz at Si, interface, Ge bonds: 7.913+-0.177, 7.425+-0.156, 7.352+-0.152 nW
quartic: largest Si-Ge band difference -0.720 +- 0.130 nW, band from 12 THz
false equilibrium J at 350 K, delay 1 fs: exact -3.174, formula -3.177 nW
coarse sampling 128 fs, Nyquist 3.91 THz
  J below 1.95 THz: true 1.151, coarse 7.268, folded theory 7.518 nW
Morse conductance 85.1 pW/K; with 0.15 nm2 per chain 568 MW/(m2 K)
Bose / classical harmonic current 0.953
transmission width: baths 6.034, infinite leads 8.025 THz
3D scalar lattice / chain, infinite leads 0.026
rms bond stretch, harmonic, 350 K: 6.95 pm
truncated Morse force error at +2 rms 0.32 %
time-step shift of top frequency 0.14 %
```
